# Maximum wall length of circular domains growing from Poisson nuclei

## Problem

A uniformly poled ferroelectric film is switched by a reverse field. Domains of the new polarization start from nuclei scattered over the film as a planar Poisson process of areal density \(N\). All nuclei start at \(t=0\). Every domain crosses the film thickness and grows as a circle of the same radius \(r(t)\), with \(r(0)=0\) and \(r\) increasing without limit. When two domains meet, the wall between them vanishes, because both sides then carry the same polarization. The film is much larger than the spacing of the nuclei.

(a) Find the switched area fraction \(c(r)\) and the mean length \(L(r)\) of surviving wall per unit area.

(b) Find the maximum of \(L\), the radius \(r_*\) at which it occurs, and the fraction switched at that moment. Does the maximum depend on the speed of the walls?

(c) Relate \(L\) to the switching current density.

(d) How does the maximum change if the domains are equally oriented squares, or if the nuclei start after random delays with an exponential distribution of mean \(\tau\)?

(e) Evaluate the results for a lead zirconate titanate capacitor with \(N=4\ \mu\text{m}^{-2}\), wall speed \(v=5\) nm/ns, polarization \(P=60\ \mu\text{C/cm}^2\), thickness 100 nm, 2 V applied, and an electrode of 5 µm × 5 µm. Estimate the main effects that the model leaves out.

## Solution

### (a) Switched fraction and wall length

A point of the film is still unswitched if no nucleus lies within a distance \(r\) of it. To find the probability of this, divide the disc of area \(A=\pi r^2\) around the point into small cells of area \(\delta A\). In a Poisson process each cell holds a nucleus with probability \(N\,\delta A\), independently of the others. All \(A/\delta A\) cells are empty with probability
\[
(1-N\,\delta A)^{A/\delta A}\;\longrightarrow\; e^{-NA}\qquad(\delta A\to0).
\]
The unswitched fraction \(q\) and the switched fraction \(c\) are therefore
\[
q(r)=e^{-\pi N r^2},\qquad c(r)=1-e^{-\pi N r^2}.
\]

Now take one nucleus and a point on the circle of radius \(r\) around it. This point carries a live wall if it lies inside no other domain, that is, if no other nucleus is within \(r\) of it. Because the cells are independent, the presence of the chosen nucleus tells nothing about the others: they still form a Poisson process of density \(N\). The point is thus live with probability \(e^{-\pi N r^2}\). There are \(N\) circles per unit area, each of perimeter \(2\pi r\), so
\[
L(r)=N\cdot 2\pi r\cdot e^{-\pi N r^2}.
\]

A second argument gives the same result. If every live wall advances by \(dr\), the newly switched area per unit area is \(L\,dr\), hence
\[
L=\frac{dc}{dr}=-\frac{d}{dr}e^{-\pi N r^2}=2\pi N r\,e^{-\pi N r^2}.
\]

For \(\pi N r^2\ll1\) the domains are isolated and \(L\approx2\pi N r\). For \(\pi N r^2\gg1\) only rare unswitched islands remain, and the exponential removes their walls faster than the factor \(r\) can add length.

### (b) The maximum

Since \(L>0\) for \(r>0\), its logarithm may be differentiated instead:
\[
\frac{d\ln L}{dr}=\frac1r-2\pi N r .
\]
This is positive for small \(r\), negative for large \(r\), and zero at one radius only,
\[
r_*=\frac{1}{\sqrt{2\pi N}},
\]
which is therefore the global maximum. There \(\pi N r_*^2=\tfrac12\), and
\[
L_{\max}=2\pi N\,\frac{1}{\sqrt{2\pi N}}\,e^{-1/2}
=\sqrt{\frac{2\pi N}{e}}\approx1.52\,\sqrt N .
\]

The switched fraction at the maximum is \(c(r_*)=1-e^{-1/2}\approx0.39\), less than one half. The same number is the share of the circles' total perimeter already lost by merging: the full circles would have length \(2\pi N r_*=\sqrt{2\pi N}\), and a fraction \(e^{-1/2}\approx0.61\) of it is live.

The wall speed has dropped out. This can be made explicit by eliminating \(r\). From \(q=e^{-\pi Nr^2}\) one has \(r=\sqrt{-\ln q/(\pi N)}\), so that
\[
L=2\pi N\sqrt{\frac{-\ln q}{\pi N}}\;q=2\sqrt{\pi N}\;(1-c)\sqrt{-\ln(1-c)} .
\]
The wall length is fixed by \(N\) and the switched fraction alone. A changing speed alters when the maximum is reached, but not its height, as long as all domains share the same \(r(t)\).

The result was tested on random nuclei at \(N=4\ \mu\text{m}^{-2}\) in a periodic square of side 60 µm, about 14,400 nuclei. The live length was found by asking, for points on each circle, whether another nucleus was closer than \(r\). At \(r_*\) this gave \(1.514\sqrt N\). A separate sample at \(N=25\ \mu\text{m}^{-2}\) gave \(1.512\sqrt N\), which supports the square-root law.

The vanishing of walls between merged domains is essential. If they stayed, as boundaries between differently oriented crystals do, the length would not fall back to zero. Equal circles meet on the perpendicular bisector of their centres, so the final pattern would be the edges of the cells of points nearest to each nucleus. For the sample at \(N=4\ \mu\text{m}^{-2}\), the measured length of these edges is \(1.99\sqrt N\) per unit area.

### (c) Switching current

Reversal changes the polarization from \(-P\) to \(+P\), so the switched charge per unit area is \(2Pc\). With \(v=dr/dt\), the switching current density is
\[
J=2P\frac{dc}{dt}=2P\frac{dc}{dr}\frac{dr}{dt}=2P\,v\,L .
\]
At constant \(v\), the current and the wall length peak together, at \(t_*=r_*/v\). The total charge is \(\int J\,dt=2P\int L\,dr=2P\), because \(c\) runs from 0 to 1.

If \(v\) depends on \(r\), then
\[
\frac{d\ln J}{dr}=\frac{d\ln v}{dr}+\frac{d\ln L}{dr}.
\]
At \(r_*\) the second term is zero. If the speed is still rising there, the current is still rising too. For a speed that rises throughout the growth, both terms are positive below \(r_*\), so the current can peak only after the wall length.

### (d) Squares and delayed nuclei

**Squares.** Let each square have half-side \(r\), hence area \(4r^2\) and perimeter \(8r\), and let its sides advance at \(dr/dt\). A point is unswitched if an equally oriented square of half-side \(r\) centred on it holds no nucleus. The argument of part (a) then gives
\[
q=e^{-4Nr^2},\qquad L=8Nr\,e^{-4Nr^2}.
\]
Setting \(d\ln L/dr=1/r-8Nr=0\) gives \(r=1/\sqrt{8N}\), where \(4Nr^2=\tfrac12\), and
\[
L_{\max}=\frac{8N}{\sqrt{8N}}\,e^{-1/2}=\sqrt{\frac{8N}{e}}\approx1.72\,\sqrt N .
\]
This exceeds the circular value by the factor \(\sqrt{8/(2\pi)}=\sqrt{4/\pi}\approx1.13\). The switched fraction at the maximum is again \(1-e^{-1/2}\).

**Delayed nuclei.** Let \(N\) count all sites, and let each start at its own random time \(s\) with probability density \(e^{-s/\tau}/\tau\). The walls move at constant \(v\). A site that has been overrun before it starts may be kept in the count: if it lies at distance \(d<v(s_2-s_1)\) from an older nucleus, its later disc reaches at most \(d+v(t-s_2)<v(t-s_1)\) from that nucleus, and so stays inside the older disc.

The number of discs covering a given point is then Poisson distributed, with mean \(N\,a(t)\), where \(a\) is the mean disc area:
\[
a(t)=\pi v^2\int_0^t (t-s)^2\,\frac{e^{-s/\tau}}{\tau}\,ds .
\]
Put \(u=t-s\) and integrate by parts twice:
\[
\int_0^t u^2\frac{e^{-(t-u)/\tau}}{\tau}du=t^2-2\int_0^t u\,e^{-(t-u)/\tau}du,
\]
\[
\int_0^t u\,e^{-(t-u)/\tau}du=\tau t-\tau\int_0^t e^{-(t-u)/\tau}du=\tau t-\tau^2\left(1-e^{-t/\tau}\right).
\]
Together,
\[
a(t)=\pi v^2\left[t^2-2t\tau+2\tau^2-2\tau^2e^{-t/\tau}\right].
\]
With \(c=1-e^{-Na}\), and all live walls moving at \(v\), so that \(dc/dt=vL\),
\[
L=\frac{N}{v}\,\frac{da}{dt}\,e^{-Na},\qquad
\frac{da}{dt}=2\pi v^2\left[t-\tau+\tau e^{-t/\tau}\right].
\]

For short delays the maximum can be found by hand. When \(t\gg\tau\) the terms in \(e^{-t/\tau}\) may be dropped, and the bracket in \(a\) becomes \((t-\tau)^2+\tau^2\). Then
\[
L\approx 2\pi N v(t-\tau)\,e^{-\pi N v^2(t-\tau)^2}\;e^{-\pi N v^2\tau^2}.
\]
This is the old curve, shifted by \(\tau\) and multiplied by a constant. Since \(\pi N v^2=1/(2t_*^2)\), the maximum is lowered by the factor \(e^{-\tau^2/(2t_*^2)}\). The loss is of second order in \(\tau/t_*\).

### (e) The capacitor

With \(N=4\ \mu\text{m}^{-2}\) and \(\sqrt N=2\ \mu\text{m}^{-1}\),
\[
r_*=\frac{1}{\sqrt{2\pi\cdot4}}\ \mu\text{m}=199.5\ \text{nm},\qquad
t_*=\frac{199.5\ \text{nm}}{5\ \text{nm/ns}}=39.9\ \text{ns},
\]
\[
L_{\max}=1.5203\times2\ \mu\text{m}^{-1}=3.04\ \mu\text{m}^{-1}=3.04\times10^{4}\ \text{cm}^{-1}.
\]
The electrode area of 25 µm² then holds about 76 µm of wall. As 5 nm/ns is 5 m/s and 60 µC/cm² is 0.60 C/m²,
\[
J_{\max}=2(0.60)(5)(3.04\times10^{6})\ \text{A/m}^2\approx1.82\times10^{7}\ \text{A/m}^2=1.82\times10^3\ \text{A/cm}^2,
\]
which is a current of 0.456 mA through the electrode.

**Delays.** For \(\tau=10\) ns the full formula gives a maximum of 2.95 µm⁻¹ at 49.7 ns, a loss of 3 %. The short-delay estimate gives \(3.04\,e^{-0.031}\approx2.95\ \mu\text{m}^{-1}\) at \(t_*+\tau=49.9\) ns. For \(\tau=40\) ns, about equal to \(t_*\), the maximum is 2.52 µm⁻¹, a loss of 17 %. A simulation with delayed nuclei gave 2.53 µm⁻¹ in that case.

**Small electrode.** The electrode covers only 100 nuclei on average, and none lie outside it. At a point on a straight edge, only half of the disc of radius \(r\) can hold nuclei, so the local density is in effect \(N/2\). The local maximum of \(dc/dr\) is then lower by \(\sqrt2\) and comes at a radius larger by \(\sqrt2\). In 200 simulated capacitors, the averaged curve peaked at 2.93 µm⁻¹, 4 % below the large-area value. The maxima of single capacitors scattered with a standard deviation of about 0.2 µm⁻¹, or 6 to 7 % of that value.

**Wall tension.** Let \(\sigma\) be the wall energy per area. Reversal in the field \(E\) gains the energy \(2PE\) per volume, so a cylindrical domain has, per unit height, the energy \(U=2\pi r\sigma-2PE\,\pi r^2\). The pressure on its wall is
\[
-\frac{1}{2\pi r}\frac{dU}{dr}=2PE-\frac{\sigma}{r}=2PE\left(1-\frac{r_c}{r}\right),\qquad r_c=\frac{\sigma}{2PE}.
\]
Here \(E=2\ \text{V}/100\ \text{nm}=0.20\) MV/cm. With a rough \(\sigma=0.1\) J/m², \(r_c=4.2\) nm, which is 2.1 % of \(r_*\).

The effect on the speed is larger. Assume \(v\propto e^{-E_a/E}\) with a rough activation field \(E_a=1\) MV/cm, and let \(E(1-r_c/r)\) act as the effective field. The speed at \(r_*\) is then 10 % below that of a flat wall. Growth from 20 nm to \(r_*\) takes about 50 ns instead of 36 ns. The current peak falls by about 10 % and moves out to about 210 nm, as part (c) predicts for a speed that rises with \(r\). The maximum of \(L\) is unchanged as long as the free walls remain circular arcs. Tension also rounds the sharp corners where domains have merged. This shortens the wall and lowers the maximum of \(L\). The effect was not computed here and the figures above do not include it. For weak curvature the speed law changes the speed by the fraction \((E_a/E)\,r_c/r\), so the rounding acts over about \(r_cE_a/E\approx21\) nm, a tenth of \(r_*\), and a change of a few per cent is a reasonable estimate.

**Circuit, heat and breakdown.** At the peak current found above, a series resistance of 50 Ω would take 22.8 mV. By the same speed law, this would slow the walls by about 6 %. Both values are slight overestimates, because slower walls also draw less current. The charging time, for a relative permittivity of 200, is 0.02 ns and negligible. If all the energy \(2PE\) stays in the film as heat, a rough heat capacity of 2.5 to 3 J/(cm³ K) limits the warming to about 8 to 10 K. The field is about one fifth of a rough breakdown field of 1 MV/cm.

**Relation to real films.** The polarization suits well-oriented, tetragonal lead zirconate titanate; randomly oriented films switch less. The nucleus density and wall speed are round assumptions, and both can differ by orders of magnitude with film quality and field. If the nuclei do not start together, the maximum is lower, by 3 % for a mean delay of 10 ns and by 17 % for 40 ns. Clustering of nuclei at defects, or grains that switch independently, would break the Poisson or the common-growth assumption, and the coefficient 1.52 would then have no general claim to hold.

The remaining values are in the numerical output below.

## Table of computed values

```
coefficient sqrt(2 pi/e)                 1.5203
coefficient, simulated, N = 4/um^2       1.514
coefficient, simulated, N = 25/um^2      1.512
switched fraction at peak, formula       0.3935
switched fraction at peak, simulated     0.3921
dc/dr at peak, from random points        3.035 1/um
r (um), L formula (1/um), L simulated (1/um)
  0.05   1.218   1.212
  0.10   2.216   2.205
  0.15   2.841   2.823
  0.20   3.041   3.030
  0.25   2.865   2.873
  0.30   2.433   2.440
  0.35   1.887   1.899
  0.40   1.346   1.360
squares: coefficient, formula            1.7155
squares: coefficient, simulated          1.708
walls that stay: final coefficient       1.993
input nucleus density N                  4.0 1/um^2
input wall speed v                       5.0 nm/ns
input polarization P                     60 uC/cm^2
input thickness, voltage                 100 nm, 2.0 V
input electrode edge                     5.0 um
field E                                  0.20 MV/cm
radius at peak                           199.5 nm
time of peak                             39.9 ns
maximum wall length per area             3.041 1/um
the same in other units                  3.041e+04 1/cm
wall length in the electrode             76.0 um
peak current density                     1824 A/cm^2
peak current                             0.456 mA
integrated switching charge              120.00 uC/cm^2
small capacitors: mean peak length       2.934 1/um
small capacitors: scatter of maxima      0.183 1/um
delay 10 ns: peak length, time         2.953 1/um, 49.7 ns
delay 40 ns: peak length, time         2.522 1/um, 69.1 ns
delay 40 ns: simulated length          2.527 1/um
rough wall energy, activation field      0.1 J/m^2, 1.0 MV/cm
critical radius r_c                      4.17 nm
r_c / radius at peak                     2.1 %
speed lost to wall tension at peak       10.1 %
growth from 20 nm to peak, no tension   35.9 ns
growth from 20 nm to peak, tension      49.6 ns
current peak with tension: density       1644 A/cm^2
current peak with tension: radius        209.5 nm
voltage lost in 50 ohm                   22.8 mV
speed lost to that voltage               5.6 %
charging time (permittivity 200)         0.022 ns
heating bound (3 J/(cm^3 K))            8.0 K
field / rough breakdown field 1 MV/cm    0.20
```
